# Coulomb tail of the partially screened interaction in a one-band metal

Suppose a metal with one band at the Fermi level is to be reduced to a model containing only that band. If its interaction is cut off after the on-site term because "a metal screens", a long-range repulsion is lost. In the model computed below, the interaction screened by all transitions except those within the metallic band is 5.67 eV between two densities on one site, 1.50 eV between equal sites of neighbouring cells and still 0.49 eV at 9 Å. If the fully screened interaction is inserted instead, it is short ranged, but the model's electrons then screen it a second time. Both errors are avoided by tracking which transitions produce which part of the screening.

## The two interactions

Let \(v\) be the Coulomb interaction and \(P\) the static polarization in the random-phase approximation (RPA). The target band \(t\) crosses the Fermi level and is isolated; every other band is full or empty. Write \(P=P_t+P_r\), where \(P_t\) contains transitions within the target band and \(P_r\) all others, including those between the target band and another band. Define

\[
U=(1-vP_r)^{-1}v,\qquad W=(1-vP)^{-1}v .
\]

Inverting both gives \(U^{-1}=v^{-1}-P_r\) and \(W^{-1}=v^{-1}-P_r-P_t=U^{-1}-P_t\). Thus \(W=(1-UP_t)^{-1}U\): screening \(U\) by the target band gives \(W\), with nothing counted twice.

The crystal is three-dimensional and cubic, with cell volume \(\Omega\). Gaussian units are used, and interactions are energies between two electrons. The claim is that at large distance

\[
U(r)\to \frac{e^2}{\varepsilon r},
\]

where \(\varepsilon\) comes from \(P_r\) alone, while static \(W\) has no such tail.

## First derivation: the long-wave limit of the matrices

At wave vector \(q\), in plane waves \(q+G\), the polarization per cell is

\[
P_{GG'}=\frac{2}{N_k}\sum_{k,n,m}\frac{f_{nk}-f_{m,k+q}}{E_{nk}-E_{m,k+q}}\,\rho_G\rho_{G'}^*,\quad
\rho_G=\langle nk|e^{-i(q+G)r}|m,k+q\rangle .
\]

The 2 is for spin. Since \(f\) falls with energy, each fraction is negative or zero, so \(-P\) is a positive semidefinite matrix.

**Separating the divergence.** Only the \(G=0\) element of \(v\) diverges as \(q\to0\). With \(|F\rangle\) the unit vector on \(G=0\),

\[
v=v_0|F\rangle\langle F|+\bar v,\qquad v_0=\frac{4\pi e^2}{\Omega q^2}.
\]

Put \(A=(1-\bar vP)^{-1}\). The equation \(W=v+vPW\) becomes

\[
(1-\bar vP)W=\bar v+v_0|F\rangle\langle s|,\qquad \langle s|=\langle F|+\langle F|PW,
\]

so \(W=A\bar v+v_0A|F\rangle\langle s|\). Inserting this into the definition of \(\langle s|\) gives

\[
\langle s|\left(1-v_0\langle F|PA|F\rangle\right)=\langle F|(1+PA\bar v).
\]

Because \(PA=(1-P\bar v)^{-1}P\), the last bracket is \((1-P\bar v)^{-1}=A^\dagger\). Hence

\[
W=A\bar v+\frac{A|F\rangle\langle F|A^\dagger}{v_0^{-1}-\langle F|PA|F\rangle}. \tag{1}
\]

The same formula gives \(U\) when \(P\) is replaced by \(P_r\). Since \(v_0^{-1}=\Omega q^2/4\pi e^2\) vanishes at \(q=0\), the range is decided by whether \(\langle F|PA|F\rangle\) vanishes too.

**Rest transitions.** For \(n\ne m\), \(\rho_0=\langle u_{nk}|u_{m,k+q}\rangle\) is zero at \(q=0\) by orthogonality. Differentiating \(H_ku_m=E_mu_m\) and projecting on \(u_n\) gives

\[
\langle u_n|\nabla_ku_m\rangle=\frac{\langle u_n|\nabla_kH|u_m\rangle}{E_m-E_n},
\]

so \(\rho_0=O(q)\) with a finite coefficient. The head of \(P_r\) is then \(O(q^2)\) and its wings (\(G=0\), \(G'\neq0\)) are at most \(O(q)\). Local fields enter the head through a product of two wings, again \(O(q^2)\). By cubic symmetry

\[
\langle F|P_rA_r|F\rangle=-\alpha q^2+O(q^4).
\]

If the wings are themselves \(O(q^2)\), as in the example below, local fields drop out of \(\alpha\). The two orders of each pair and the two spins then give a factor 4:

\[
\alpha=\frac{4}{N_k}\sum_k\sum_{E_n<E_m}(f_n-f_m)\frac{|\langle u_n|\partial_xH|u_m\rangle|^2}{(E_m-E_n)^3}.
\]

The denominator in (1) is now \(q^2(\Omega/4\pi e^2+\alpha)\), and

\[
U_{00}(q)\to\frac{4\pi e^2}{\Omega\varepsilon q^2},\qquad \varepsilon=1+\frac{4\pi e^2\alpha}{\Omega}. \tag{2}
\]

In real space the sum over \(q\) per cell is \(\Omega\int d^3q/(2\pi)^3\). The angular integral gives \(4\pi\sin(qr)/(qr)\), so

\[
\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^2}{\varepsilon q^2}e^{iq\cdot r}
=\frac{2e^2}{\pi\varepsilon r}\int_0^\infty\!\frac{\sin qr}{q}\,dq=\frac{e^2}{\varepsilon r}.
\]

No competing tail comes from the Fermi surface. The partner band in \(P_r\) is full or empty, so after relabelling \(k\) the sharp factor \(f_t(k)\) multiplies a smooth function of \(k+q\), and the sum is smooth in \(q\). The next singular term of \(U\) is of order \(q^0\) but depends on direction, like \(\sum_iq_i^4/q^4\). By scaling it gives a correction of order \(r^{-3}\) between inversion-centred cubic sites.

**Target transitions.** Within one band \(\rho_0\to1\), and the fraction tends to \(f'(E_k)\). At \(q=0\) the rest part of the head vanishes, so

\[
\langle F|P|F\rangle\to-N,\qquad N=-\frac{2}{N_k}\sum_kf'(E_k)=\frac{dn}{d\mu},
\]

with \(n\) the electrons per cell at fixed bands. To include local fields, write \(-P=S^2\) with \(S\ge0\). From \((1+S\bar vS)S=S(1+\bar vS^2)\),

\[
K\equiv-\langle F|PA|F\rangle=\langle F|S(1+S\bar vS)^{-1}S|F\rangle .
\]

Since \(S\bar vS\ge0\) and \(S|F\rangle\) has squared length \(N>0\), it follows that \(0<K\le N\). Equation (1) has the finite limit

\[
W(q\to0)=A\bar v+\frac{A|F\rangle\langle F|A^\dagger}{K}, \tag{3}
\]

independent of direction. The \(1/q^2\) singularity is gone, and with it the \(1/r\) tail. The argument needs only \(N>0\), so metallic screening alone would suffice to remove it.

At \(T>0\) the Fermi function is analytic for \(|\mathrm{Im}\,E|<\pi k_BT\). The static polarization is then analytic in a strip around real \(q\), and \(W\) decays exponentially.

## Second derivation: minimum energy around a test charge

The same result follows in real space without matrices, if all fields vary slowly over a cell. Place a test electron with number density \(\rho_0(r)\) in the metal. The transitions in \(P_r\) produce a displacement field \(p\), which changes the density by \(-\nabla\cdot p\). Those in \(P_t\) produce a density \(\nu\) of carriers. To second order the energy is

\[
\mathcal F=\frac{e^2}{2}\iint\frac{\rho(r)\rho(r')}{|r-r'|}+\int\frac{p^2}{2a_p}+\int\frac{\nu^2}{2D},\quad
\rho=\rho_0-\nabla\cdot p+\nu .
\]

Here \(a_p=\alpha/\Omega\) is the polarizability and \(D\) is the density of carriers added per unit rise of the chemical potential. Let \(\phi(r)=e^2\int\rho(r')/|r-r'|\,d^3r'\), so that \(\nabla^2\phi=-4\pi e^2\rho\).

Varying \(p\) gives \(\int\phi(-\nabla\cdot\delta p)=\int\nabla\phi\cdot\delta p\) from the first term, so \(p=-a_p\nabla\phi\). Substituting \(-\nabla\cdot p=a_p\nabla^2\phi\) into Poisson's equation,

\[
(1+4\pi e^2a_p)\nabla^2\phi=-4\pi e^2(\rho_0+\nu). \tag{4}
\]

The bracket is the \(\varepsilon\) of (2).

*Carriers frozen.* Excluding \(P_t\) means \(\nu=0\). For a point charge (4) gives \(\phi=e^2/(\varepsilon r)\), which is the tail of \(U\). The displacement changes the density by \(a_p\nabla^2\phi=-(1-1/\varepsilon)\rho_0\), so it collects a charge \(-(1-1/\varepsilon)\) at the source, in units of the test charge. This never reaches \(-1\), so the field is weakened by a factor but not cancelled.

*Carriers free.* Varying \(\nu\) gives \(\nu=-D\phi\), and (4) becomes

\[
\nabla^2\phi-\kappa^2\phi=-\frac{4\pi e^2}{\varepsilon}\rho_0,\quad \kappa^2=\frac{4\pi e^2D}{\varepsilon},\quad
\phi=\frac{e^2}{\varepsilon r}e^{-\kappa r}. \tag{5}
\]

The carriers displaced in total are

\[
\int\nu\,d^3r=-D\,\frac{e^2}{\varepsilon}\,4\pi\!\int_0^\infty\! r e^{-\kappa r}dr=-\frac{4\pi e^2D}{\varepsilon\kappa^2}=-1 .
\]

One whole electron is pushed away, so a distant observer sees no charge. This step is absent from \(U\).

## What each derivation assumes

Both treat the response as linear and within RPA. The first keeps the crystal's local fields, rests on equation (1), which holds at every \(q\), and shows that the divergence is removed whenever \(N>0\). It gives no simple form for \(W(r)\). The second gives that form and the neutrality argument, but it assumes a local response, so (5) can be trusted only if \(1/\kappa\) is much longer than a cell. It also misses any structure from the Fermi surface.

Both need the split to be clean. If part of the metallic response is left in \(P_r\), for instance because the target band is entangled with others, then \(\langle F|P_rA_r|F\rangle\) no longer vanishes at \(q=0\), and \(U\) loses its tail as well. Thermal carriers in the other bands would do the same at very long distance; they are excluded here by assumption.

**Zero temperature.** "Short ranged" is then weaker than exponential, as free electrons show. In atomic units with \(k_F=1\), the angular integral over occupied states gives

\[
-P(q)=\frac{1}{\pi^2q}\int_0^1\!k\ln\left|\frac{k+q/2}{k-q/2}\right|dk
=\frac{g(q)}{\pi^2},\quad
g=\frac12+\frac{4-q^2}{8q}\ln\left|\frac{2+q}{2-q}\right| .
\]

Near \(q=2+x\), the singular part is \(\delta g=\tfrac{x}{4}\ln|x|\). For Gaussian test charges of width \(\sigma\), \(W=ve^{-\sigma^2q^2}/(1+vg/\pi^2)\) with \(v=4\pi/q^2\). At \(q=2\), \(v=\pi\), \(g=\tfrac12\), and the denominator is \(\varepsilon_2=1+1/2\pi\), so

\[
\delta W=-\frac{v^2}{\pi^2}\frac{e^{-4\sigma^2}}{\varepsilon_2^2}\,\delta g=-\frac{e^{-4\sigma^2}}{4\varepsilon_2^2}\,x\ln|x| .
\]

The transform of \(1/x\) is \(i\pi\) for \(r>0\). Hence that of \(\ln|x|\) is \(-\pi/r\), and that of \(x\ln|x|\) is \(-i\,d/dr(-\pi/r)=-i\pi/r^2\). In \(W(r)=\frac{1}{2\pi^2r}\int_0^\infty q\sin(qr)W(q)\,dq\), with \(q\simeq2\) in the prefactor, this gives at large \(r\)

\[
W(r)\simeq\frac{e^{-4\sigma^2}}{4\pi\varepsilon_2^2}\,\frac{\cos 2r}{r^3}.
\]

For \(\sigma=0.5\) the amplitude is 0.02179; direct quadrature at \(r=100.53\), where the cosine is 1, gives \(r^3W=0.02177\). This Friedel oscillation is not a Coulomb tail.

**Finite frequency.** The claim about \(W\) is static. At imaginary frequency \(i\omega\), with \(\omega\) in energy units, the fraction for the target band becomes

\[
\frac{(f_k-f_{k+q})(E_k-E_{k+q})}{(E_k-E_{k+q})^2+\omega^2}\to\frac{f'(E_k)(q\cdot\nabla_kE)^2}{\omega^2},
\]

the part odd in \(\omega\) cancelling by time reversal. Now \(P_t=O(q^2)\), and the denominator in (1) vanishes again. The coefficient of \(4\pi e^2/\Omega q^2\) in \(W\) is

\[
\frac{1}{\varepsilon(i\omega)+\omega_p^2/\omega^2},\qquad
\omega_p^2=\frac{4\pi e^2}{\Omega}\frac{2}{N_k}\sum_k(-f')(\partial_xE)^2 .
\]

The carriers have no time to complete the neutralizing flow, and \(W\) is long ranged.

## A two-orbital metal

Take a cube of edge \(a=3.0\) Å with orbital A at the corner and B at the centre. Their energies are \(\mp0.60\) eV, the A–B hopping is 0.25 eV and the hopping between equal neighbouring sites is 0.05 eV:

\[
H_k=\begin{pmatrix}s_k-0.60&h_k\\h_k&s_k+0.60\end{pmatrix},\quad
h_k=-8(0.25)\prod_i\cos\frac{k_ia}{2},\quad s_k=-2(0.05)\sum_i\cos k_ia .
\]

Site densities are Gaussians of width 0.7 Å, and overlap densities between sites are neglected. There is one electron per cell and \(k_BT=0.08\) eV. The lower band, from −2.39 to −0.30 eV, is half filled with \(\mu=-0.73\) eV; the upper band starts at 0.50 eV and is held empty. In the site basis \(F\to(1,1)\) as \(q\to0\), and inversion makes the wings of \(P_r\) of order \(q^2\). Sums run over \(24^3\) points, and the \(2\times2\) matrices are inverted at each \(q\).

The head of \(P_r\) gives \(\alpha=0.3239\) Å²/eV. With \(4\pi e^2/\Omega=6.702\) eV/Å²,

\[
\varepsilon=1+6.702\times0.3239=3.171 .
\]

For the target band \(N=2.11\) per eV and cell. Local fields reduce this to \(K=0.90\) per eV, and the A–A element of (3) is 0.484 eV.

For the transform of \(U\), the function \(v/\varepsilon\) is subtracted in \(q\) space and its known transform added back. The table lists interactions between A-site densities along a cube axis. The one-band Hamiltonian needs \(U\) between Wannier densities of the lower band, which also have weight on B. For the Wannier function centred on A, with 89% of its weight on A sites, the values are 4.82 eV on site and 1.46 eV at 3 Å instead of 5.67 and 1.50 eV. Each Wannier density holds one electron, so the tail is the same.

| \(R\) (Å) | \(v\) (eV) | \(U\) (eV) | \(W\) (eV) | \(\varepsilon RU/e^2\) |
|---|---|---|---|---|
| 0 | 11.61 | 5.67 | 0.442 | – |
| 3 | 4.79 | 1.50 | 0.0126 | 0.988 |
| 6 | 2.40 | 0.716 | 0.0010 | 0.946 |
| 12 | 1.20 | 0.371 | 0.0001 | 0.981 |
| 18 | 0.80 | 0.249 | below 0.0001 | 0.987 |
| 30 | 0.48 | 0.150 | below 0.0001 | 0.992 |

The last column approaches 1, while \(W\) has almost vanished after two cells. The last digit depends on the \(q\) mesh: a converged mesh raises \(U\) by up to 0.0004 eV and the last column by 0.001 at 12 and 18 Å and by 0.003 at 30 Å, and leaves \(W\) unchanged. A reading of the tail that does not use \(\varepsilon\) takes the differences of \(U\) and of \(v\) between 18 and 33 Å in the periodic cell of 24 edges. Their ratio is 0.308, against \(1/\varepsilon=0.315\).

The approach to 1 is slower than an \(r^{-3}\) correction implies. From 12 to 30 Å the shortfall should drop by \((30/12)^2\approx6\), but it drops from 0.019 to 0.008. At 30 Å it amounts to about 1.2 meV. The finite grid explains only part of this: with 64 \(q\) points per direction and the same \(k\) sum, the shortfall drops from 0.018 to 0.0056, still only a factor of 3.2. The \(r^{-3}\) law describes the limit of large distance, which is not yet reached in this range. On a converged mesh \(R^3(U-v/\varepsilon)\) is −12, −17 and −23 eV Å³ at 12, 18 and 30 Å and levels off near −25 between 60 and 90 Å, close to the −26 implied by the direction-dependent \(q^0\) term.

Equation (5) can be judged too. Take \(D=K/\Omega\) rather than \(N/\Omega\), so that the denominator of (1) has its correct value at \(q=0\). Then

\[
\kappa^2=\frac{6.702\times0.90}{3.171}=1.90\ \text{Å}^{-2},\qquad \frac1\kappa=0.73\ \text{Å},
\]

much shorter than the cell. At 3 Å it gives \((14.40/3.171)/3\times e^{-4.14}=0.024\) eV between point charges. The table refers to Gaussian densities, which put a factor \(e^{-\sigma^2q^2}\) with \(\sigma=0.7\) Å into the transform of (5). This raises the prediction to 0.057 eV, between four and five times the computed 0.0126 eV. Even this degree of agreement is partly accidental. The A component of \(A|F\rangle\) is only 0.36, so of the 0.484 eV in (3) the long-wave term supplies 0.141 eV and \(A\bar v\) supplies 0.343 eV, whereas (5) corresponds to \(1/K=1.11\) eV. The denominator of (1) also falls with \(q\) at small \(q\): its \(q^2\) coefficient is about \(-1.9\,\Omega/4\pi e^2\), not \(+3.17\,\Omega/4\pi e^2\), and \(W\) changes sign with distance while it decays. The second derivation explains why the tail disappears, but its profile does not describe this model.

At \(\omega=1\) eV, \(\varepsilon(i\omega)=2.471\) and \(\omega_p=2.735\) eV. The tail coefficient of \(W\) is \(1/(2.471+7.479)=0.1005\), and matrix inversion at \(q=0.002\) Å⁻¹ gives the same value. Without the carriers the coefficient at this frequency would be \(1/2.471=0.405\). The carriers therefore weaken the tail here, whereas in the static limit they remove it.
